# Steady Energy Release of an Interface Crack in Four-Point Bending, part 2

Two equal beams of thickness $h$ and width $b$ are bonded face to face, and the sandwich is bent to measure how strongly they hold together. The lower, stretched beam is notched at mid-span, and from the notch a crack of length $a$ runs along the interface to each side. The inner rollers press on the top at distance $s$ from mid-span; the outer rollers support the bottom, farther out by $L$. The total load is $P$, and each roller carries the force per width $F=P/(2b)$.

Between the inner rollers the moment is $M=PL/2$, or per width $m=M/b=FL$, which has the unit of force. It is positive when it stretches the lower face. The strain across the width is taken as zero, so $\sigma_x=E'\varepsilon_x$ along the beam, with $E'=E/(1-\nu^2)$ for an isotropic solid. One beam has the bending stiffness $D=E'h^3/12$, the bonded pair $8D$. Over the open crack the upper beam carries all of $m$, with curvature $\kappa=m/D$, and the lower arm carries nothing.

The energy release rate $G$ is the energy offered per new crack area; the interface requires $\Gamma$. In the steady regime the tip field travels unchanged, and $G$ is the stored energy per area of the cracked part, $6m^2/(E'h^3)$, minus that of the bonded part, $3m^2/(4E'h^3)$:

$$
G=\frac{21}{4}\,\frac{m^2}{E'h^3}.
$$

With $\delta=CF$ the displacement of the inner roller relative to the outer one and $C(a)$ the compliance, at fixed load or fixed displacement

$$
G=\tfrac12F^2\frac{dC}{da}.
$$

The derivation assumed linear elasticity, small slopes, frictionless rollers, no residual stress and a bond layer of negligible thickness and stiffness. The finite-element check used half the specimen, elements of side $h/4$, point forces at the rollers, $L=12h$ and $s=16h$.

Q. How long must the crack be before the steady value applies?

A. In this geometry, less than I would have demanded. The ratio of the computed $G$ to the steady value is 1.000 at $a=h$, $2h$, $4h$, $8h$ and $12h$. At $15h$, one thickness short of the inner roller, it is 1.002; the last digit there depends on the mesh and can shift by about 0.001. Shorter cracks were not computed, and at $a=h$ the elements are coarse compared with the crack. I would still keep a few thicknesses from the notch and the roller, because a real notch has a width and a real roller a contact zone.

Q. And once the crack has passed the inner roller?

A. Then the moment at the tip falls and $G$ falls with it. At $a=20h$ the tip is $8h$ from the outer roller, so the local moment is $8/12$ of $m$. Bending energy alone would give the ratio $(8/12)^2=0.44$. The calculation gives 0.40. A shear force acts in that region and the moment varies along the beam, so the steady argument no longer holds there and the simple estimate need not be exact.

Q. Suppose the load is 5 % above what is needed. Does the crack run away?

A. That depends on the control. At fixed load the steady $G$ does not depend on $a$. If it exceeds a constant $\Gamma$, nothing in this model stops the crack within the steady regime. Close to the inner roller $G$ is no longer steady. In this geometry it falls below the steady value within the last thickness before the roller and is about 7 % low at the roller itself. A load 5 % too high gives about 10 % too much $G$, so that excess is used up only slightly past the roller, and a fast crack may run farther.

At fixed displacement, $G=\tfrac12F^2\,dC/da$ with $F=\delta/C$. In the steady regime $G$ at fixed $F$ is independent of $a$, so $dC/da$ is a positive constant. As the crack grows, $C$ rises, $F$ drops, and $G$ drops as $1/C^2$. The crack stops unless the displacement is increased. For slow growth with constant $\Gamma$, the load stays at the value that makes $G=\Gamma$. This plateau in the load is what one reads off, and the crack length need not be measured.

Q. What kind of crack is it? Are the faces pulled apart or do they slide?

A. Both. Behind the tip the upper beam carries $m$ and the lower one 0. Split this into two loadings:

$$
(m,\,0)=\left(\tfrac m2,\,-\tfrac m2\right)+\left(\tfrac m2,\,\tfrac m2\right).
$$

In the first, the beams bend apart as mirror images, which is pure opening. In the second they bend alike, which makes the faces slide. Reflection in the interface leaves the first loading unchanged and reverses the second. The energy cannot change under reflection, so it has no cross term and the two parts of $G$ add.

For opening, the bonded part carries no net moment:

$$
G_{\rm I}=2\cdot\frac{6(m/2)^2}{E'h^3}=\frac{3m^2}{E'h^3}.
$$

For sliding, the bonded part carries $m$:

$$
G_{\rm II}=\frac{3m^2}{E'h^3}-\frac{3m^2}{4E'h^3}=\frac{9m^2}{4E'h^3}.
$$

Their sum is $21/4$ in the same units, as it must be. Opening supplies $4/7$ of $G$ and sliding $3/7$. If an interface resists sliding more than opening, the measured $\Gamma$ belongs to this mixture and should not be carried over to another one. The split holds for two beams with no film between them. With a thin soft film, the mixture close to the tip can differ clearly from 4/7 and 3/7, and it depends on which face of the film the crack follows.

Q. Real beams are never equally thick.

A. Let the loaded beam have thickness $h_2$ and the notched one $h_1$. The same subtraction gives

$$
G=\frac{6m^2}{E'}\left[\frac1{h_2^3}-\frac1{(h_1+h_2)^3}\right].
$$

For $h_1=0.75\,h_2$ the coefficient of $m^2/(E'h_2^3)$ is 4.88047, and the finite elements give the same number. If $h_1\to0$, then $G\to0$, because removing a very thin layer hardly changes the stiffness. If $h_1$ is very large, the coefficient tends to 6, since the bonded part then stores almost nothing. Equal beams reach $7/8$ of that limit.

Q. Let me see numbers for a real kind of specimen.

A. Take a silicon sandwich with a thin film of low dielectric constant, as used to study adhesion in chip wiring. The inputs are rough typical values: $h=0.75$ mm, $b=6$ mm, $L=9$ mm, $s=12$ mm and a plateau load of 11 N. The beam lies along the crystal direction [110] in a (001) wafer.

Q. Silicon is not isotropic. What is $E'$?

A. The derivation of $G$ needs only $\sigma_x=E'\varepsilon_x$. Take the rough cubic constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. A strain $\varepsilon$ along [110], with none across the width, has the cubic-axis components $\varepsilon_{11}=\varepsilon_{22}=\varepsilon_{12}=\varepsilon/2$. Let $\varepsilon_3$ be the strain through the thickness. Then

$$
\sigma_{11}=\sigma_{22}=\tfrac12(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_3,
\qquad \sigma_{12}=C_{44}\varepsilon .
$$

The free faces require $\sigma_{33}=C_{12}\varepsilon+C_{11}\varepsilon_3=0$, so $\varepsilon_3=-C_{12}\varepsilon/C_{11}$. The stress along the beam is $\tfrac12(\sigma_{11}+\sigma_{22})+\sigma_{12}$. Dividing it by $\varepsilon$,

$$
E'=\frac{C_{11}+C_{12}}2+C_{44}-\frac{C_{12}^2}{C_{11}}
=115+80-24.7=170.3\ \text{GPa}.
$$

Q. And then the energy?

A. The moment is $M=PL/2=11\times9/2=49.5$ N mm, and $m=49.5/6=8.25$ N. With $E'h^3=71.9$ N m,

$$
\frac{m^2}{E'h^3}=\frac{8.25^2}{71.9}=0.947\ \text{J/m}^2 .
$$

The cracked part stores 6 times this, 5.68 J/m², and the bonded part 0.75 times, 0.71 J/m². The difference is $G=4.97$ J/m², or 0.310 eV/Å². With such rough inputs, "about 5 J/m²" is all that should be claimed.

Q. Which of your idealizations hurts most?

A. Of the effects estimated here, using the wrong modulus is the largest. A beam cut along [100] has $E'=C_{11}-C_{12}^2/C_{11}$, and at the same load its $G$ is about 20 % higher if both strips are held flat across the width. Strips as narrow as these are nearly free to curl. The moduli are then about 130 GPa along [100] and 170 GPa along [110], and the difference in $G$ is about 30 %. For the [110] beam itself the assumption about the width matters little: if the strip could contract freely sideways, $G$ would rise by 0.37 %.

Thickness matters too. If the loaded beam is 10 µm thinner and the other unchanged, $G$ at the same load is 4.4 % higher.

Q. The rollers surely rub.

A. As the specimen bends, its sections turn. The bottom surface slides outward over the outer rollers, and the top surface slides inward under the inner ones. With friction coefficient $\mu$, the specimen feels a force $\mu F$ inward at the bottom and outward at the top. These form a couple with lever arm $2h$ that opposes the bending:

$$
m=FL-2h\mu F=F\,(L-2\mu h).
$$

Since $G$ varies as $m^2$, it changes by the factor $(1-2\mu h/L)^2$. For $\mu=0.1$ this is a reduction of 3.3 %. The finite elements with these forces added give the coefficient 5.07646, as the formula does. This assumes sliding at all the rollers during loading.

Q. The surface also tilts at the rollers.

A. Let the slopes there be $\theta_1$ at the inner and $\theta_2$ at the outer roller, and let the rollers have radius $R$. Each contact point shifts by $R\theta$, which shortens the lever arm. Each contact force also leans by $\theta$ and so acts like friction with $\mu=\theta$, at distance $h$ from the mid-plane of the pair. To first order the arm shrinks by $(R+h)(\theta_1+\theta_2)$.

The slope is largest when the crack has reached the inner roller: $\theta_1=\kappa s=1.38\times0.012=0.0165$. Over the outer section the moment falls linearly to zero, which adds $mL/(16D)=\kappa L/16$, or 0.0008. With $R=1.5$ mm the loss is $2.25\times0.0338=0.076$ mm out of 9 mm, and $G$ drops by about 1.7 %. That is the largest loss within the steady range. With the crack half as long the slopes are smaller and the loss is about 1 %, so the load plateau is not perfectly flat. This is an estimate; the finite-element model has small slopes and does not contain it.

Q. Films on chips are under stress. You left that out.

A. Let the film carry a tensile force $N$ per width and stay on the upper beam after the crack has passed. I neglect its stiffness, so $N$ acts on the beams as a constant load and $G$ is still the gain in beam energy. Over the crack, the film sits on the lower face of the upper beam and supplies the moment $Nh/2$. The beam carries the rest, $m-Nh/2$, and a compression $N$. In the bonded part the film lies in the mid-plane of the pair and supplies no moment. A compression $N$ over thickness $h$ stores $N^2/(2E'h)$ per area, and over $2h$ half as much. So

$$
E'G=\frac{6(m-Nh/2)^2}{h^3}+\frac{N^2}{2h}-\frac{3m^2}{4h^3}-\frac{N^2}{4h}
$$

$$
\phantom{E'G}=\frac{21m^2}{4h^3}-\frac{6mN}{h^2}+\frac{7N^2}{4h}.
$$

For a deliberately large force, $Nh/m=0.3$, the coefficient is 3.6075 from both the formula and the finite elements. A film of 0.5 µm at 60 MPa has $N=30$ N/m and $Nh/m=0.0027$. It lowers $G$ by 0.31 %. The film's thickness, which moves the beams slightly apart, changes $G$ by 0.014 % if the film's stiffness is neglected. The stiffness of a real film, some GPa, shifts this tiny correction by a comparable amount.

Q. What about damage ahead of the tip, and the silicon itself?

A. If the interface can bear a stress $\sigma_c$, the damaged zone has a length $r$ for which the energy $r\sigma_c^2/E'$ is comparable with $G$. With a rough $\sigma_c=200$ MPa, $E'G/\sigma_c^2$ is 21 µm, small beside $h$. A zone that travels unchanged does not upset the steady argument.

Away from the notch, the crack tip and the rollers, the largest bending stress in the silicon is $E'\kappa h/2=6m/h^2=88$ MPa. Whether the beam survives depends partly on flaws left by cutting, which this model does not describe. It also depends on the crack staying in the interface. Here the stress intensity $\sqrt{E'G}$ is about 0.9 MPa m$^{1/2}$, comparable with the rough fracture toughness of silicon, and the sliding part of the loading has the sign that turns a crack towards the loaded beam. Whether it actually leaves the interface depends on the film and on flaws near the tip, which the model does not contain either. A tougher interface needs a larger $m$, and the beam may then break first.

Q. How close is all this to a real test, and to a chip in service?

A. The beam thickness is close to that of a full-size wafer, and a few J/m² is a plausible rough toughness for such film stacks. Real tests break the assumption of frictionless rollers, which for $\mu=0.1$ moves $G$ by about 3 %. Heating by 100 K, with a rough modulus loss of $6\times10^{-5}$ per kelvin, raises $G$ by 0.6 % at the same load through the modulus alone. The film stress changes too, and the toughness itself may change by more. A chip in service is not loaded by rollers. What carries over is the measured $\Gamma$, provided that the layers next to the interface, the mixture of opening and sliding, the temperature and the surroundings are comparable. The driving force in the chip has to be worked out from its own geometry and stresses. The numerical output below lists the values for this specimen.

## Table of computed values

```
INPUTS (rough typical values, silicon / low-k film / silicon)
one-beam thickness h: 0.75 mm
width b: 6 mm
roller distance L: 9 mm
inner half-span: 12 mm
total load P: 11 N
C11, C12, C44: 166, 64, 80 GPa
EXAMPLE
plane-strain modulus E' along [110]: 170.3 GPa
moment M: 49.5 N mm
moment per width m: 8.25 N
curvature of loaded beam: 1.378 1/m
stored energy per area, cracked: 5.683 J/m2
stored energy per area, bonded: 0.7104 J/m2
G from formula: 4.973 J/m2
G from finite elements, crack 8h: 4.973 J/m2
G from formula, converted: 0.3104 eV/A^2
FINITE-ELEMENT TESTS, G E' h^3/m^2 (formula in brackets)
silicon, crack 8h: 5.25000 (5.25000)
isotropic, nu=0.3: 5.25000 (5.25000)
notched beam 0.75h: 4.88047 (4.88047)
film force 0.3 m/h: 3.60750 (3.60750)
friction 0.1: 5.07646 (5.07646)
mouth-gap curvature E'h^3/m: 12.0000 (12)
G / steady G by crack length; inner roller at 16h
  crack 1h: 1.000
  crack 2h: 1.000
  crack 4h: 1.000
  crack 8h: 1.000
  crack 12h: 1.000
  crack 15h: 1.002
  crack 20h: 0.399
NEGLECTED EFFECTS, change of G at the same load
beam along [100] instead of [110]: 20.5 %
width free to contract: 0.37 %
loaded beam 10 um thinner: 4.41 %
film thickness 0.5 um: 0.014 %
film tension 60 MPa, film on loaded beam: -0.31 %
roller friction 0.1: -3.31 %
largest slope at inner roller: 0.0165 rad
roller tilt, radius 1.5 mm: -1.7 %
heating by 100 K (modulus -6e-05 per K): 0.6 %
fracture-zone length at 200 MPa strength: 21 um
peak bending stress in silicon: 88 MPa
```
